# Energy release at the side edge of a straight film buckle

A thin film under compression can come loose from its substrate along a straight strip and buckle away from it. If $s$ is the compressive stress in the film that is still bonded, and $c$ is the stress at which the loose strip starts to buckle as a straight ridge, the energy released per unit of newly debonded area at either side edge is

$$G=\frac{h\,(s-c)(s+3c)}{2\bar E},\qquad s\ge c. \tag{1}$$

Here $h$ is the film thickness and $\bar E=E/(1-\nu^2)$ is the plane-strain modulus, with $E$ Young's modulus and $\nu$ Poisson's ratio. For a strip of width $2b$,

$$c=\frac{\pi^2D}{hb^2}=\frac{\pi^2}{12}\bar E\left(\frac hb\right)^2,\qquad D=\frac{\bar Eh^3}{12}. \tag{2}$$

For $s<c$ a film restricted to straight profiles stays flat and releases nothing, so (1) must not be continued to that side.

## The model and its energy

The film is linear elastic and isotropic, the substrate is rigid, and nothing presses on the loose film from either side. The $x$ axis runs across the strip, from $-b$ to $b$, and $y$ runs along it. The bonded film carries the same compression $s$ in both directions; stresses called $s$ and $c$ are positive in compression. The deflection $w(x)$ and in-plane displacement $u(x)$ are measured from the bonded state and do not depend on $y$. The rigid substrate clamps the edges:

$$u(\pm b)=0,\qquad w(\pm b)=0,\qquad w'(\pm b)=0. \tag{3}$$

For moderate slopes the added strain across the strip is $\varepsilon=u'+\tfrac12w'^2$. No strain is added along it.

The membrane energy per unit volume is $\tfrac12\bar E(\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\nu\varepsilon_{xx}\varepsilon_{yy})$. In the bonded state both strains equal $e_0=-(1-\nu)s/E$. Replacing $\varepsilon_{xx}$ by $e_0+\varepsilon$ changes the energy density by

$$\bar E(1+\nu)e_0\,\varepsilon+\tfrac12\bar E\varepsilon^2=-s\,\varepsilon+\tfrac12\bar E\varepsilon^2, \tag{4}$$

because $\bar E(1+\nu)(1-\nu)/E=1$. With bending included, the energy per unit length of strip, relative to the bonded film, is

$$U=\int_{-b}^{b}\left[h\left(-s\varepsilon+\tfrac12\bar E\varepsilon^2\right)+\tfrac12D\,w''^2\right]dx. \tag{5}$$

The displacement $u$ can be eliminated. Since $u$ vanishes at both edges, the mean of $\varepsilon$ is fixed by the deflection:

$$e=\frac1{2b}\int_{-b}^{b}\varepsilon\,dx=\frac1{4b}\int_{-b}^{b}w'^2dx. \tag{6}$$

For a given mean, $\int\varepsilon^2dx$ is least when $\varepsilon$ is uniform. In-plane equilibrium therefore gives $\varepsilon=e$ everywhere, and

$$U=2bh\left(-s\,e+\tfrac12\bar Ee^2\right)+\frac D2\int_{-b}^{b}w''^2dx. \tag{7}$$

## The critical stress

The smallest ratio of $D\int w''^2dx$ to $\int w'^2dx$ among clamped profiles is needed. A stationary ratio $N$ obeys $Dw''''+Nw''=0$. With $q^2=N/D$, the solutions are combinations of $1$, $x$, $\cos qx$ and $\sin qx$.

For an even profile $w=A+B\cos qx$, the condition $w'(b)=0$ gives $\sin qb=0$, whose smallest positive root is $qb=\pi$. For an odd profile $w=Ax+B\sin qx$, the two edge conditions give $\tan qb=qb$. This has no root between $0$ and $\pi$: the tangent exceeds its argument up to $\pi/2$ and is negative from there to $\pi$. The smallest ratio is thus $N=\pi^2D/b^2=ch$, which is (2), and

$$D\int_{-b}^{b}w''^2dx\;\ge\;ch\int_{-b}^{b}w'^2dx=4bch\,e. \tag{8}$$

Equality holds for

$$w=\frac\delta2\left(1+\cos\frac{\pi x}b\right), \tag{9}$$

where $\delta$ is the height at the centre.

## The buckled state

Inserting (8) into (7) gives a lower bound on the energy of every clamped straight profile:

$$U\ge2bh\left[-(s-c)e+\tfrac12\bar Ee^2\right]. \tag{10}$$

By (6), $e$ cannot be negative. If $s<c$, both terms in the bracket are non-negative, and the flat state $e=0$ has the lowest energy. If $s>c$, the bracket is least at

$$e=\frac{s-c}{\bar E}, \tag{11}$$

and the profile (9) attains the bound, so that

$$U=-\frac{bh}{\bar E}(s-c)^2. \tag{12}$$

This is the lowest energy among all straight profiles, at any load above $c$ for which the moderate-slope model holds.

The compression left across the strip is $s-\bar Ee=c$. A buckled film sheds the excess $s-c$ and keeps the critical stress, however large $s$ is. The height follows from (6). With $w'=-(\pi\delta/2b)\sin(\pi x/b)$ and $\int\sin^2(\pi x/b)\,dx=b$,

$$e=\frac1{4b}\,\frac{\pi^2\delta^2}{4b^2}\,b=\frac{\pi^2\delta^2}{16b^2}. \tag{13}$$

Equating this to (11) and replacing $\bar E$ by $12cb^2/(\pi^2h^2)$, from (2), gives

$$\delta^2=\frac{16b^2}{\pi^2}\,\frac{s-c}{\bar E}=\frac43h^2\left(\frac sc-1\right). \tag{14}$$

## Release from the change of energy with width

Let both edges move outward by $db$. The debonded area grows by $2\,db$ per unit length, while the film beyond the edges keeps its bonded state, which is the zero of $U$. Hence

$$G=-\frac12\frac{dU}{db}=\frac h{2\bar E}\frac d{db}\left[b(s-c)^2\right]. \tag{15}$$

The stress $s$ is held fixed, but $c$ varies as $b^{-2}$, so $dc/db=-2c/b$. The derivative is

$$(s-c)^2-2b(s-c)\frac{dc}{db}=(s-c)^2+4c(s-c). \tag{16}$$

The right side factors as $(s-c)(s+3c)$, which proves (1).

The first term of (16) is the mean energy released over the strip,

$$G_{\rm mean}=-\frac U{2b}=\frac{h(s-c)^2}{2\bar E}. \tag{17}$$

The second arises because widening lowers $c$ and so relaxes film that was already loose. Just above onset the two behave differently: $G_{\rm mean}$ grows as $(s-c)^2$, whereas $G\simeq2hc(s-c)/\bar E$ grows linearly.

## Release from the forces at the edge

The same result follows from quantities at the edge alone. In (5), moving the right edge by $db$ adds the integrand at $b$ times $db$. The fields also change, because (3) must hold at the new edge. To first order, at the old position,

$$\delta u=-u'\,db=-\varepsilon\,db,\qquad \delta w=0,\qquad \delta w'=-w''\,db, \tag{18}$$

where $w'(b)=0$ was used in the first two. Since the film is in equilibrium, these changes contribute boundary terms and no integral. The boundary terms are $h(-s+\bar E\varepsilon)\,\delta u$ and $Dw''\,\delta w'$; those proportional to $\delta w$ vanish. The energy change at this edge, per unit $db$, is

$$h\left(-s\varepsilon+\tfrac12\bar E\varepsilon^2\right)+\tfrac12Dw''^2+h\left(s\varepsilon-\bar E\varepsilon^2\right)-Dw''^2
=-\tfrac12h\bar E\varepsilon^2-\tfrac12Dw''^2. \tag{19}$$

Let $M=Dw''(b)$ be the edge moment and $\Delta N=h\bar E\varepsilon=h(s-c)$ the drop in compressive force, both per unit length of edge. Then

$$G=\frac{M^2}{2D}+\frac{\Delta N^2}{2\bar Eh}. \tag{20}$$

From (9), $w''(b)=\pi^2\delta/(2b^2)$, so $M=ch\delta/2$ by (2). With (14),

$$M^2=\frac{c^2h^2\delta^2}4=\frac{h^4c(s-c)}3. \tag{21}$$

The bending part of (20) is therefore $2hc(s-c)/\bar E$ and the stretching part is $h(s-c)^2/(2\bar E)$. Their sum is (1). Bending supplies the fraction $4c/(s+3c)$, which falls from one at onset towards zero for $s\gg c$.

## Dependence on width

Define $G_0=hs^2/(2\bar E)$, and let $b_0=\pi h\sqrt{\bar E/(12s)}$ be the half-width at which $c=s$. At fixed $s$, $c/s=(b_0/b)^2$, and (1) becomes

$$\frac G{G_0}=1+2\frac cs-3\left(\frac cs\right)^2. \tag{22}$$

The derivative with respect to $c/s$ is $2-6c/s$. The maximum thus lies at $c=s/3$, where $b=\sqrt3\,b_0$ and $G=\tfrac43G_0$. The excess over $G_0$ comes from the relaxation of film already loose. For wide strips $G$ tends to $G_0$ from above.

If the interface toughness were one constant between $G_0$ and $\tfrac43G_0$, a strip brought to the rising branch at $G$ equal to the toughness would widen unstably and could stop on the falling branch. For a toughness below about $1.24\,G_0$ that stopping point lies beyond $s/c\approx6.5$, outside the range in which the straight buckle is found to be stable below. A real toughness depends on the mix of opening and shear at the crack tip, which changes with $s/c$, so (1) gives the driving force and is not by itself a criterion for growth.

## When the buckle stays straight

A straight profile was assumed. At $s=c$ this can be examined by letting $w=W(x)\cos ky$ with $W=\tfrac12[1+\cos(\pi x/b)]$. Averaged over $y$, twice the second-order energy is one half of

$$D\int\left(W''^2+2k^2W'^2+k^4W^2\right)dx-ch\int\left(W'^2+k^2W^2\right)dx. \tag{23}$$

The terms without $k$ cancel, by the equality in (8). Using $\int W'^2dx=\pi^2/(4b)$, $\int W^2dx=3b/4$ and $ch=\pi^2D/b^2$, the rest is

$$Dk^2\left(\frac{\pi^2}{2b}-\frac{3\pi^2}{4b}\right)+\frac{3b}4Dk^4
=-\frac{\pi^2D}{4b}k^2+\frac{3b}4Dk^4, \tag{24}$$

which is negative for $0<kb<\pi/\sqrt3$. This trial dips into the substrate over half of each wave, but $w=W(x)(1+\cos ky)$, which is nowhere negative, gives the same value at $s=c$: its $y$-independent part costs nothing there, and the cross terms average to zero. Under equal biaxial compression a long strip can therefore lower its energy by a wavy deflection already at $s=c$, and $c$ is the threshold for straight buckles, not the first threshold of all.

Further above $c$, stretching resists such waves. The second variation of the full plate energy was computed for $\nu=0.30$, fixed edges and wave numbers $kb$ from 0.1 to 5. Scanning away from $s/c=2.716$, the first unstable ratios met were 1.02 below, in steps of 0.05, and 6.62 above, in steps of 0.1. Refined between scan points, the stable window runs from about 1.05 to about 6.55. The maximum of (22), at $s/c=3$, lies inside this window. The wide-strip limit lies far above the first unstable ratio, where the scan stopped, so the limit $G\to G_0$ describes a straight buckle whose stability has not been shown. At $s/c=6.5$, near the upper end, (22) still gives $G\approx1.24\,G_0$.

## A nickel film on silicon

Take a sputtered nickel film with $h=500$ nm, $b=15\,000$ nm, $s=0.6$ GPa, $E=220$ GPa and $\nu=0.30$. These are rough typical values. A product of GPa and nm is J/m², and the equations contain no physical constants, so they read the same in atomic units. Then

$$\bar E=\frac{220}{1-0.09}=241.8\ {\rm GPa},\qquad
c=\frac{\pi^2}{12}\,\frac{241.8}{30^2}=0.221\ {\rm GPa}. \tag{25}$$

The load ratio is $s/c=2.72$, and (14) gives $\delta=500\sqrt{\tfrac43(1.716)}=756$ nm. The release is

$$G=\frac{500\,(0.6-0.2209)(0.6+0.6628)}{2(241.8)}=0.495\ {\rm J/m^2}, \tag{26}$$

or 0.0309 eV/Å². Bending supplies 0.346 J/m² and stretching 0.149 J/m². For comparison, $G_0=0.372$ J/m². The strip is close to the width of greatest release, $\sqrt3\,b_0\approx15\,770$ nm, where $G=0.496$ J/m².

The stretching part equals $G_{\rm mean}$. It is also the mean release at the end of a long strip that lengthens steadily at fixed width, since each unit of advance converts bonded film into a straight buckle. The side edges are driven $0.495/0.149=3.3$ times harder. For such a strip to lengthen without widening, the toughness at its sides must be at least 3.3 times the mean energy spent at its end. This ratio is for the rigid substrate; on elastic silicon it is about 3.1.

Formula (1) was tested against a direct minimisation of the film energy over six even polynomials, with the result differentiated numerically in $b$. For the example's film and the pairs $(b,s)$ of (15 µm, 0.6 GPa), (12 µm, 0.6 GPa) and (25 µm, 0.4 GPa), the largest relative difference was $1.9\times10^{-6}$. This tests the solution of the model, not the model's fit to a real film.

## What a real film changes

Sputtered metal films can carry stresses of several tenths of a GPa, of either sign depending on deposition, so the chosen load is not extreme. A release near 0.5 J/m² is small on the rough scale of 1 J/m² and more for well-bonded metal films; the example suits a weak interface. The following estimates hold $b$ fixed, and also $s$ except under heating.

**Heating.** With a rough expansion mismatch of $10^{-5}$ K⁻¹, heating by 100 K on a thick silicon substrate adds $E\,\Delta\alpha\,\Delta T/(1-\nu)=0.314$ GPa of compression. Then $s=0.914$ GPa and $G=1.13$ J/m², which is 2.3 times the original value. This is the largest change found here. It uses the isotropic modulus; with the crystal constants below, the added compression is 0.22 GPa in an (001) film and 0.39 GPa in a (111) film, and $G$ rises by factors of about 1.8 and 2.8. The ratio $s/c=4.14$ remains inside the computed window of straight buckles.

**Crystal texture.** With rough nickel constants $C_{11}=250$, $C_{12}=150$ and $C_{44}=125$ GPa, the plane-strain modulus is 160 GPa across [100] in an (001) film, 235 GPa across [110] in the same film, and 280 GPa in a (111) film. The releases are 0.74, 0.51 and 0.42 J/m². Since the example lies near the maximum of (22), the right side of (22) changes little, and $G$ varies roughly as $G_0$, that is, as $1/\bar E$.

**Substrate compliance.** Suppose the edge turns like a rigid foot of half-width $h/2$ on silicon, with a rough plane-strain modulus $\bar E_s=170$ GPa. This lowers $c$ to 0.212 GPa and $G$ to 0.489 J/m², a change of about 1%. The foot width is an estimate. In-plane give of the edge acts the other way and is larger. Treating the bonded film as a membrane on a silicon half-plane, the edge moves in by about $3h(s-c)/\bar E_s$, some 14% of the free shortening $b(s-c)/\bar E$. With both effects $G$ is about 0.54 J/m², roughly 10% above the rigid-substrate value.

**Ambient pressure.** Formula (1) assumes equal pressure on both faces of the loose film. If the cavity is sealed and empty, one atmosphere on the outer face lowers $G$ in the example to about 0.40 J/m², a drop of 20%.

**Slope and yielding.** The largest slope is 0.079. Its square, 0.006, is a generous upper scale for the geometric terms left out; keeping them, as in an extensible elastica, changes $G$ by less than 0.1%. In plate theory with a rigid substrate the peak von Mises stress is 1.07 GPa, reached both at the clamped edge and at the crest, against a rough strength of 1.5 GPa for fine-grained nickel. After heating it is 1.40 GPa. The give of an elastic silicon substrate raises these to about 1.12 and 1.47 GPa, so the heated film has almost no margin, given how rough that strength is. A film that yields at the edge dissipates energy there, and (1) no longer gives the energy available to the interface.

The numerical output lists a lowest wave stiffness of 10.5, in units of $D/b^4$, both before and after heating. Its positive sign shows stability against the sampled waves, but its size is not a margin against buckling. With deflections measured in $h$ and in-plane displacements in $h^2/b$, a sideways shear of the film along $y$, varying as $\cos(\pi x/2b)$, has stiffness $\tfrac32(1-\nu)\pi^2+12(kb)^2=10.48$ at $kb=0.1$. This does not depend on $s$ and accounts for the equal values.

## Computed values

```
film thickness h: 500 nm
half-width b: 15000 nm
compression s: 0.6 GPa
Young's modulus: 220 GPa
Poisson ratio: 0.3
plane-strain modulus: 241.8 GPa
critical stress c: 0.2209 GPa
ratio s/c: 2.716
onset half-width: 9102 nm
buckle height: 756.3 nm
edge moment per length: 4.177e+04 GPa nm^2
bending part of G: 0.3464 J/m^2
stretching part of G: 0.1486 J/m^2
side-edge G, formula: 0.495 J/m^2
side-edge G, formula: 0.0309 eV/A^2
side-edge G, numeric: 0.495 J/m^2
worst relative gap, 3 cases: 1.9e-06
G0 = h s^2/(2 Ebar): 0.3723 J/m^2
peak G over width, numeric: 0.4964 J/m^2
peak G over width, numeric: 0.03098 eV/A^2
half-width at peak, numeric: 1.577e+04 nm
G at 30 onset widths, numeric: 0.3731 J/m^2
substrate modulus: 170 GPa
c with turning edge: 0.2123 GPa
G with turning edge: 0.4892 J/m^2
in-plane edge give, relative: 0.047
crystal C11: 250 GPa
crystal C12: 150 GPa
crystal C44: 125 GPa
(001) film, across [100], modulus: 160 GPa
(001) film, across [100], G: 0.7364 J/m^2
(001) film, across [110], modulus: 235 GPa
(001) film, across [110], G: 0.5099 J/m^2
(111) film, modulus: 279.8 GPa
(111) film, G: 0.4206 J/m^2
largest slope: 0.0792
largest slope squared: 0.0063
rough yield strength: 1.5 GPa
peak Mises stress at edge: 1.07 GPa
expansion mismatch: 1e-05 1/K
heating: 100 K
compression when heated: 0.9143 GPa
ratio s/c when heated: 4.138
G when heated: 1.131 J/m^2
peak Mises stress when heated: 1.4 GPa
wave stiffness in D/b^4, positive = straight form stable
lowest wave stiffness: 10.5 D/b^4
same when heated: 10.5 D/b^4
first unstable s/c below example: 1.02
first unstable s/c above example: 6.62
```
